# Why the built-in potential exceeds the barrier in degenerate silicon

## Question

I have a metal contact on n-type silicon with $10^{20}$ electrons per cubic centimetre at 300 K and a Schottky barrier of 0.60 eV. The exercise asks me to use the Joyce-Dixon expansion to show that the built-in potential is about 0.66 V.

I learned that the built-in potential is the barrier minus the distance from the Fermi level to the conduction band, so it should be smaller than 0.60 V. How can the bands bend by more than the barrier height? Also, the expansion starts from a series in $e^\eta$, which looks useless when the Fermi level is inside the band. Why may I use it here?

## Answer

Your subtraction rule is correct. At this density the distance you subtract is negative.

### Alignment

Take zero bias, so that $E_F$ is the same everywhere. Let the conduction band be rigid: its edge follows the electrostatic potential $\psi$ as $E_c=-q\psi+\text{const}$, with $q>0$. The barrier, before any image-force lowering, is $\phi_B=E_c(\text{interface})-E_F$. In the neutral bulk define

$$\zeta=E_F-E_c(\text{bulk}).$$

The built-in potential is the potential step $V_{bi}=\psi(\text{bulk})-\psi(\text{interface})$, hence

$$qV_{bi}=E_c(\text{interface})-E_c(\text{bulk})=(E_F+\phi_B)-(E_F-\zeta)=\phi_B+\zeta .$$

In light doping $\zeta<0$ and the step is smaller than the barrier. If $E_F$ lies inside the band, $\zeta>0$ and the step is larger. An electron at $E_F$ still has 0.60 eV to climb; $qV_{bi}$ is counted from the band bottom, which lies lower.

The Schottky-Mott rule says the same. With metal work function $\Phi_M$ and electron affinity $\chi$, it gives $\phi_B=\Phi_M-\chi$. The semiconductor work function is $\Phi_S=\chi-\zeta$, so $qV_{bi}=\Phi_M-\Phi_S=\phi_B+\zeta$. Since your barrier is given, you need not assume that this rule predicts it.

### From density to Fermi level

Silicon has six ellipsoidal valleys and two spins, hence 12 equal species. With $\eta=\zeta/kT$ and energies measured from the band edge,

$$n=12\int\frac{d^3k}{(2\pi)^3}\,\frac{1}{e^{E/kT-\eta}+1},\qquad E=\sum_i\frac{\hbar^2k_i^2}{2m_i}.$$

Set $k_i=\kappa_i\sqrt{2m_ikT}/\hbar$, which makes the ellipsoid a sphere, and then $x=\kappa^2$, so that $4\pi\kappa^2d\kappa=2\pi\sqrt x\,dx$. This gives

$$n=N_cF_{1/2}(\eta),\qquad N_c=12\left(\frac{2\pi m_dkT}{h^2}\right)^{3/2},\qquad m_d=(m_lm_t^2)^{1/3},$$

$$F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{x^j\,dx}{e^{x-\eta}+1}.$$

I use the rounded value $N_c=2.8\times10^{19}\ \mathrm{cm^{-3}}$.

For $z=e^\eta<1$, expand the Fermi function as $\sum_{j\ge1}(-1)^{j+1}z^je^{-jx}$. Because $\int_0^\infty\sqrt x\,e^{-jx}dx=\tfrac{\sqrt\pi}{2}j^{-3/2}$,

$$u\equiv\frac n{N_c}=f(z)=z-az^2+bz^3-cz^4+dz^5-\dots,$$

with $a=2^{-3/2}$, $b=3^{-3/2}$, $c=1/8$, $d=5^{-3/2}$.

### Inverting the series

Near $u=0$ we have $z\approx u$, so write

$$\eta=\ln u+L(u),\qquad L(u)=\ln\frac zu=\sum_{m\ge1}A_mu^m .$$

The coefficient of $u^{m-1}$ in $dL/du$ is $mA_m$. On a small circle around the origin,

$$mA_m=\frac1{2\pi i}\oint\frac{dL}{u^m}=\frac1{2\pi i}\oint\left(\frac{dz}{z}-\frac{du}{u}\right)\frac1{u^m}.$$

The second part vanishes for $m\ge1$, since $u^{-m-1}$ has no residue. In the first part put $u=f(z)$:

$$mA_m=\frac1{2\pi i}\oint\frac{dz}{z^{m+1}}\left(\frac zf\right)^m=[z^m]\left(\frac zf\right)^m,$$

where $[z^m]$ means "coefficient of $z^m$". Now $z/f=1/(1-s)$ with $s=az-bz^2+cz^3-dz^4+\dots$. Expanding $(1-s)^{-m}$ gives

- $m=1$: from $s$, $A_1=a$.
- $m=2$: from $2s+3s^2$, $2A_2=-2b+3a^2$.
- $m=3$: from $3s+6s^2+10s^3$, $3A_3=3c-12ab+10a^3$.
- $m=4$: from $4s+10s^2+20s^3+35s^4$, $4A_4=-4d+10(b^2+2ac)-60a^2b+35a^4$.

The numerical values are

$$A_1=0.353553,\quad A_2=-4.95009\times10^{-3},\quad A_3=1.48386\times10^{-4},\quad A_4=-4.42563\times10^{-6}.$$

This is the Joyce-Dixon expansion to fourth order.

### Your numbers

Here $u=10^{20}/(2.8\times10^{19})=3.5714$, and

$$\eta=1.27297+1.26269-0.06314+0.00676-0.00072=2.47856 .$$

With $kT=25.852$ meV, $\zeta=2.47856\times25.852\ \text{meV}=64.1$ meV. Therefore

$$V_{bi}=0.600+0.064=0.664\ \text{V},$$

about 0.66 V, which exceeds $\phi_B/q$ by 0.064 V.

Your worry about the series is justified for the original expansion: here $z=e^\eta=11.9$, far outside $z<1$. The inverse series is a different series, in $u$, and its coefficients beyond $A_1$ are small. That alone does not prove its accuracy at $u=3.57$, so I solved $F_{1/2}(\eta)=u$ with the full integral. The root is $\eta=2.47861$, which differs from the unrounded fourth-order value by $6\times10^{-5}$, or about 0.001 meV in $\zeta$. Adding higher orders of the inverse series at this $u$ brings it to the same root, so the fourth-order formula is a truncation of a series that still works here. The truncated polynomial must not be carried to arbitrarily large $u$, where its negative $u^4$ term would dominate.

### Two limits and the crossing point

For $u\ll1$, $\eta\to\ln u$, the Boltzmann result. Used at your density it would give 0.633 V: the right sign of the excess, but only about half its size.

For $\eta\gg1$ the Fermi function becomes a step, $F_{1/2}\to\frac{4}{3\sqrt\pi}\eta^{3/2}$, and

$$\zeta\to kT\left(\frac{3\sqrt\pi}{4}u\right)^{2/3}.$$

Since $N_c\propto T^{3/2}$, the temperature cancels, leaving the Fermi energy of a cold electron gas.

The built-in potential equals the barrier when $\eta=0$. At $z=1$ the alternating series is the full sum minus twice its even terms:

$$F_{1/2}(0)=\left(1-2\cdot2^{-3/2}\right)\sum_{j\ge1}j^{-3/2}=0.7651 .$$

The crossing density is $0.7651N_c=2.14\times10^{19}\ \mathrm{cm^{-3}}$. In this model, at 300 K, the step exceeds the barrier above that density, whatever the barrier height.

### Does the electrostatics agree?

Let ionised donors of uniform density $N=n_{\text{bulk}}$ fill the silicon, with $\varepsilon=11.7\,\varepsilon_0$. Poisson's equation reads

$$\frac{d^2E_c}{dx^2}=\frac{q^2}{\varepsilon}\,[N-n(x)],\qquad n(x)=N_cF_{1/2}\!\left(\frac{E_F-E_c(x)}{kT}\right).$$

I solved this numerically, imposing only $E_c-E_F=0.60$ eV at the interface and zero slope 12 nm inside. The bulk band edge was left free. The total drop came out as 0.6641 V, so the bands do settle below the Fermi level.

The interface field $\mathcal E_s$ follows by multiplying the equation by $dE_c/dx$ and integrating from bulk to interface:

$$\frac{q^2\mathcal E_s^2}{2}=\frac{q^2}{\varepsilon}\left[N\,qV_{bi}-\int n\,dE_c\right].$$

With $dF_{3/2}/d\eta=F_{1/2}$, the last integral is $kTN_c[F_{3/2}(\eta)-F_{3/2}(-\phi_B/kT)]$. Dividing by $N=N_cF_{1/2}(\eta)$,

$$\mathcal E_s^2=\frac{2qN}{\varepsilon}\left[V_{bi}-\frac{kT}{q}\,\frac{F_{3/2}(\eta)-F_{3/2}(-\phi_B/kT)}{F_{1/2}(\eta)}\right].$$

The correction from electrons reaching into the depletion layer is 0.041 V, and $\mathcal E_s=4.4$ MV/cm. This is well above the breakdown field of lightly doped silicon, roughly 0.3 MV/cm. At zero bias it causes no breakdown here, because the whole drop of 0.66 V is less than the band gap of about 1.1 eV: a carrier crossing the layer cannot gain enough energy to create an electron-hole pair. For the same reason the valence band at the interface stays below the conduction band of the bulk, so electrons cannot tunnel from one band to the other either.

### How far to trust 0.66 V in real silicon

These parameters are in the regime of a silicide contact to a heavily doped silicon source or drain, where barriers to n-type silicon are roughly 0.6 eV. Some corrections are small. Rough masses $m_l=0.92$ and $m_t=0.19$ (in electron masses) give $N_c=2.74\times10^{19}\ \mathrm{cm^{-3}}$ and $V_{bi}=0.665$ V. A non-parabolic band, $E(1+\alpha E)=\hbar^2k^2/2m$ with a rough $\alpha=0.5\ \mathrm{eV^{-1}}$, holds more states below a given energy and gives 0.660 V. At 400 K, with $n$ and $\phi_B$ held fixed, the parabolic result is 0.656 V.

Of the corrections to $\zeta$ estimated here, the largest comes from giving up the rigid band. Interactions in the dense bulk electron gas shift its levels by some $\mu_{xc}$, while the depleted interface has almost no such shift. Then $E_F=-q\psi_{\text{bulk}}+\text{const}+\zeta+\mu_{xc}$, and the alignment argument gives

$$qV_{bi}=\phi_B+\zeta+\mu_{xc}.$$

The exchange part can be estimated for 12 independent species with an isotropic equivalent mass. Define $\lambda$ by $N_c=12/\lambda^3$. Expanding the Fermi function as before, the density matrix of one species is

$$\rho(r)=\lambda^{-3}\sum_j(-1)^{j+1}z^jj^{-3/2}e^{-\pi r^2/(j\lambda^2)} .$$

To first order in the interaction, the exchange free energy per volume is

$$\mathcal F_x=-\frac{12}{2}\,\frac{q^2}{4\pi\varepsilon}\int\frac{\rho^2}{r}\,d^3r
=-\frac{12q^2}{4\pi\varepsilon\lambda^4}\sum_{j,l}\frac{(-1)^{j+l}z^{j+l}}{\sqrt{jl}\,(j+l)},$$

because each pair of Gaussians integrates to $2\lambda^2jl/(j+l)$. Differentiating with respect to $\eta$ cancels $j+l$ and leaves $F_{-1/2}^2$ for the double sum. Dividing by $dn/d\eta=12\lambda^{-3}F_{-1/2}$,

$$\mu_x=\frac{d\mathcal F_x}{dn}=-\frac{q^2F_{-1/2}(\eta)}{4\pi\varepsilon\lambda}.$$

Both sides are analytic in $\eta$ along the whole real axis, so the equality continues to hold past $z=1$. With $\lambda=7.54$ nm and $F_{-1/2}=1.658$, $\mu_x=-27$ meV, and the step falls to 0.637 V. Exchange alone removes about 40% of the excess. Correlation and the attraction of the donors are not included; they also lower the electron levels, so this estimate does not guarantee that the electrostatic step in real silicon exceeds 0.60 V. The exercise's 0.66 V is the rigid-band answer.

### What this means for the current

Neglecting the electron tail, the band is a parabola, $E_c(x)-E_c(\text{bulk})=qV_{bi}(1-x/W)^2$. Poisson's equation requires $2qV_{bi}/W^2=q^2N/\varepsilon$, so $W=\sqrt{2\varepsilon V_{bi}/(qN)}=2.9$ nm. The mean donor spacing, $N^{-1/3}=2.2$ nm, is nearly as large, so uniform donor charge describes an average and the local barrier will vary.

Through so thin a layer electrons can tunnel. With $s=1-x/W$ and $s_0^2=\zeta/(qV_{bi})$, the WKB exponent at $E_F$, for motion along the normal with mass $m_t$, is

$$G=\frac{2W\sqrt{2m_tqV_{bi}}}{\hbar}\int_{s_0}^1\sqrt{s^2-s_0^2}\,ds .$$

The integral equals $\tfrac12[\sqrt{1-s_0^2}-s_0^2\,\mathrm{arccosh}(1/s_0)]$. Inserting $W$ and $qV_{bi}(1-s_0^2)=\phi_B$,

$$G=\frac{\sqrt{qV_{bi}\phi_B}-\zeta\,\mathrm{arccosh}\sqrt{qV_{bi}/\zeta}}{E_{00}},\qquad E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N}{m_t\varepsilon}} .$$

With $E_{00}=124.5$ meV, $G=4.1$ and the transmission is $e^{-G}\approx0.016$. Take this as an order of magnitude, $10^{-2}$: the neglected electron tail makes the barrier somewhat thicker, the image force discussed below makes it lower, and the WKB exponential leaves out a prefactor that depends on the metal. Each can change the transmission by a factor of up to two or three. On a (100) surface the mass $m_t$ applies to four of the six valleys; the other two have $m_l$ along the normal and transmit far less. The thermal factor for reaching the unlowered barrier top, $e^{-\phi_B/kT}$, is about $10^{-10}$.

The image force changes the barrier top too. In a uniform field $\mathcal E_s$ it adds $-q^2/(16\pi\varepsilon x)$ to $-q\mathcal E_sx$. The maximum is at $x=\sqrt{q/(16\pi\varepsilon\mathcal E_s)}=0.26$ nm, where the two terms are equal and together lower the top by $\sqrt{q^3\mathcal E_s/(4\pi\varepsilon)}=0.23$ eV. At such an atomic distance a continuum formula gives only a rough size. This lowering does not enter $V_{bi}$, which uses the unlowered barrier. If your 0.60 eV had been extracted from a thermionic current over the lowered top, you would first have to add back the lowering at the field of that measurement, and only then add $\zeta$.

The numerical output below lists the values at higher resolution.

## Values computed for the example and the checks

```
Temperature: 300 K
Thermal energy kT: 25.852 meV
Electron density n: 1.00e+20 cm^-3
Effective density of states Nc: 2.80e+19 cm^-3
Barrier phi_B: 0.60 eV
Relative permittivity: 11.7
Masses m_l, m_t: 0.92, 0.19 m_e
Non-parabolicity alpha: 0.50 1/eV
u = n/Nc: 3.5714
A1: 3.535534e-01
A2: -4.950090e-03
A3: 1.483858e-04
A4: -4.425630e-06
ln u: 1.27297
Term A1*u^1: 1.26269
Term A2*u^2: -0.06314
Term A3*u^3: 0.00676
Term A4*u^4: -0.00072
eta, Joyce-Dixon: 2.47856
eta, full Fermi integral: 2.47861
Fugacity exp(eta): 11.92
zeta = E_F - E_c: 64.08 meV
V_bi, Joyce-Dixon: 0.6641 V
V_bi, Boltzmann: 0.6329 V
V_bi, Poisson solution: 0.6641 V
F_1/2(0): 0.7651
Density where V_bi = phi_B/q: 2.142e+19 cm^-3
Density-of-states mass m_d: 0.3214 m_e
Nc from masses: 2.744e+19 cm^-3
V_bi with Nc from masses: 0.6652 V
V_bi with non-parabolic band: 0.6600 V
V_bi at 400 K: 0.6564 V
Thermal wavelength lambda: 7.54 nm
F_-1/2(eta): 1.6580
Exchange shift mu_x: -27.1 meV
Potential step with exchange: 0.6370 V
Depletion width W: 2.93 nm
Mean donor spacing: 2.15 nm
Electron-tail correction: 41.2 mV
Interface field: 4.39 MV/cm
Image-force lowering: 0.232 eV
Image-force maximum at: 0.265 nm
Tunnelling energy E00: 124.5 meV
WKB exponent at E_F: 4.124
WKB transmission at E_F: 1.62e-02
```
